# Where shear-driven and Brownian collisions balance in sheared water

## Problem

Equal solid spheres of radius $a$ and diameter $d=2a$ are suspended in water at 25 °C, viscosity $\mu=0.89$ mPa s, in steady simple shear at rate $G=1000\ \mathrm{s^{-1}}$. Two spheres collide when their surfaces touch, and a touching pair counts once.

(a) Ignore all forces between the spheres and the disturbance each makes in the flow around the other. Find the collision rate from Brownian motion without shear, and that from shear without Brownian motion. At what diameter are they equal?

(b) Generalise the condition to unequal spheres, and find the partner of a 100 nm grain.

(c) Both motions act at once. What is the true collision rate at the diameter found in (a), within the same model?

(d) For a silica polishing slurry, estimate how viscous interaction, attraction and surface charge change the answer.

## Solution

### Counting collisions

Let $n$ be the number of spheres per volume. Each sphere meets others at a rate $\beta n$, which defines the collision kernel $\beta$. Each event involves two spheres, so there are $\tfrac12\beta n^2$ events per volume and time. The factor $\tfrac12$ is common to both mechanisms, and it suffices to compare kernels.

### (a) The Brownian kernel

The diffusivity requires the drag on a sphere moving slowly at velocity $U\mathbf e$ along $x$. With $\mathbf r$ measured from its centre, try

$$\mathbf v=U\left[\frac{3a}{4}\left(\frac{\mathbf e}{r}+\frac{x\mathbf r}{r^3}\right)+\frac{a^3}{4}\left(\frac{\mathbf e}{r^3}-\frac{3x\mathbf r}{r^5}\right)\right],\qquad p=\frac{3\mu aU}{2}\frac{x}{r^3}.$$

The second bracket is $\nabla(x/r^3)$, the gradient of a harmonic function, so its divergence and Laplacian vanish. In the first, the divergences $-x/r^3$ and $+x/r^3$ cancel. Since $\mathbf e/r$ and $\mathbf r/r^3$ are harmonic,

$$\nabla^2\frac{x\mathbf r}{r^3}=2\,\partial_x\frac{\mathbf r}{r^3}=2\nabla\frac{x}{r^3},$$

and therefore $\mu\nabla^2\mathbf v=\nabla p$, which is Stokes' equation. At $r=a$ the terms in $x\mathbf r$ cancel and $\mathbf v=U\mathbf e$, as no slip demands.

Let $\mathbf n=\mathbf r/r$. Because $\mathbf v$ is constant over the surface, only its radial derivative survives there, and incompressibility gives $\mathbf n\cdot\partial_r\mathbf v=0$. The traction is then $-p\mathbf n+\mu\,\partial_r\mathbf v$. Differentiation gives

$$\partial_r\mathbf v=-\frac{3U}{4a}\left[(\mathbf e+n_x\mathbf n)+(\mathbf e-3n_x\mathbf n)\right]=-\frac{3U}{2a}(\mathbf e-n_x\mathbf n).$$

Adding $-p\mathbf n=-(3\mu U/2a)n_x\mathbf n$ leaves the uniform traction $-(3\mu U/2a)\mathbf e$. Over the area $4\pi a^2$ the drag is $6\pi\mu aU$.

In equilibrium under a force $F$ along $x$, the Boltzmann distribution obeys $dn/dx=nF/kT$. The diffusive flux $-D\,dn/dx$ must cancel the drift flux $nF/(6\pi\mu a)$, so

$$D=\frac{kT}{6\pi\mu a}.$$

Now follow the other centres relative to one chosen sphere. Independent random displacements add in variance, so the relative diffusivity is $2D$. Contact occurs at centre distance $R=2a$, where the concentration $c$ of uncollided partners is zero. In the steady state $d(r^2\,dc/dr)/dr=0$, with $c\to n$ far away; hence $c=n(1-R/r)$. The slope at contact is $n/R$, and the inward flow is

$$\beta_Bn=4\pi R^2(2D)\frac nR=8\pi DRn=16\pi aDn
\quad\Rightarrow\quad
\beta_B=\frac{8kT}{3\mu}.$$

The radius cancels because a larger sphere is a larger target but diffuses more slowly.

### (a) The shear kernel and the crossing

Let the flow be along $x$ and vary along $y$. Relative to the chosen sphere, other centres move on straight lines with velocity $Gy$. Those with $y>0$ arrive from one side and those with $y<0$ from the other. A collision occurs if the line passes through a disc of radius $R$ normal to $x$. In polar coordinates on this disc,

$$\beta_S=\int G|y|\,dA=G\int_0^R\rho^2d\rho\int_0^{2\pi}|\sin\phi|\,d\phi
=G\,\frac{R^3}{3}\,4=\frac43GR^3=\frac{32}{3}Ga^3.$$

Numerical integration of the inward flux over the whole contact sphere, without use of the disc, gives $1.33335\,GR^3$, in agreement.

The ratio of the kernels is

$$\frac{\beta_S}{\beta_B}=\frac{32Ga^3}{3}\,\frac{3\mu}{8kT}=\frac{4\mu Ga^3}{kT}=\frac{\mu Gd^3}{2kT}.$$

Setting it to one gives

$$\boxed{d^*=\left(\frac{2kT}{\mu G}\right)^{1/3}},\qquad \frac{\beta_S}{\beta_B}=\left(\frac{d}{d^*}\right)^3.$$

With $kT=4.116\times10^{-21}$ J,

$$d^{*3}=\frac{2(4.116\times10^{-21})}{(0.89\times10^{-3})(1000)}=9.25\times10^{-21}\ \mathrm{m^3},
\qquad d^*=210\ \mathrm{nm}.$$

The radius is 105 nm, and each kernel is $1.233\times10^{-17}\ \mathrm{m^3/s}$. At 1 % solids by volume, $n=2.065\times10^{18}\ \mathrm{m^{-3}}$, so the steady, dilute kernel of either mechanism alone gives each sphere about 25 encounters per second. This is a rough figure at 1 %: the mean spacing $n^{-1/3}$ is only $3.7R$, and one mean encounter time after mixing the Brownian flux is still about 28 % above its steady value.

The cube makes the change of regime sharp in size. At the same shear rate, the ratio is 0.108 for 100 nm spheres and 108 for 1000 nm spheres. The crossing itself moves slowly with shear: at $10^6\ \mathrm{s^{-1}}$ it is 21 nm, ten times smaller for a thousandfold increase in $G$.

### (b) Unequal spheres

For radii $a_1$ and $a_2$, the contact distance is $a_1+a_2$ and the relative diffusivity is $D_1+D_2$. The same calculations give

$$\beta_B=4\pi(D_1+D_2)(a_1+a_2)=\frac{2kT}{3\mu}\frac{(a_1+a_2)^2}{a_1a_2},
\qquad \beta_S=\frac43G(a_1+a_2)^3,$$

$$\frac{\beta_S}{\beta_B}=\frac{2\mu G}{kT}\,a_1a_2(a_1+a_2).$$

Equality is a curve in the plane of the two radii. For given $a_1$, it requires

$$a_2^2+a_1a_2-\frac{kT}{2\mu Ga_1}=0,\qquad
a_2=\frac12\left[-a_1+\sqrt{a_1^2+\frac{2kT}{\mu Ga_1}}\right].$$

With $a_1=50$ nm, the second term under the root is $1.85\times10^5\ \mathrm{nm^2}$. Thus $2a_2=-50+433=383$ nm. A 100 nm grain meets its equals mainly by diffusion, but meets spheres larger than 383 nm mainly by shear, when the two ideal rates are compared. Different settling speeds, which could also bring unequal particles together, are not included.

### (c) Both motions together

Measure length in units of $R$ and concentration in units of $n$. Steady diffusion and shear then obey

$$\nabla^2c=P\,y\,\frac{\partial c}{\partial x},\qquad P=\frac{GR^2}{2D},\qquad c=0\ \text{at}\ r=1,\quad c\to1\ \text{far away}.$$

The ideal ratio in this notation is

$$\frac{\beta_S}{\beta_B}=\frac{(4/3)GR^3}{8\pi DR}=\frac{GR^2}{6\pi D}=\frac{P}{3\pi}.$$

The crossing is therefore at $P=3\pi=9.425$, whatever the liquid. This is not a small or large number, so neither motion can be treated as a small correction.

Let $S$ be the true rate divided by $\beta_Bn$. Adding the two ideal rates would give $S=1+P/(3\pi)$, which is 2 at the crossing. Weak shear already shows that this addition fails. In these units (time in units of $R^2/2D$), a pulse released at the origin spreads with variances

$$\langle y^2\rangle=\langle z^2\rangle=2t,\quad \langle xy\rangle=Pt^2,\quad \langle x^2\rangle=2t+\tfrac23P^2t^3.$$

The determinant for $x$ and $y$ is $4t^2(1+P^2t^2/12)$. The Gaussian density remaining at the origin is consequently $(4\pi t)^{-3/2}(1+P^2t^2/12)^{-1/2}$. Shear lowers it by carrying material away.

The absorbing sphere acts from a distance as a steady sink of strength $4\pi S$. Near it, the depletion $1-c$ is $S/r$ without shear, less the part that shear removes. With $\tau=Pt$, that part is $Sk\sqrt P$, where

$$k=\frac1{\sqrt{4\pi}}\int_0^\infty\frac{d\tau}{\tau^{3/2}}\left[1-\frac1{\sqrt{1+\tau^2/12}}\right]=0.2568.$$

At $r=1$ the depletion must be one, so $S(1-k\sqrt P)=1$ and, to leading order, $S\approx1+k\sqrt P$. For small $P$ this increase exceeds $P/(3\pi)$, because shear also replenishes the depleted surroundings from which diffusion feeds the sphere. At $P=0.1$ the expression $1/(1-k\sqrt P)$ gives 1.088, while a numerical solution of the full equation, with $c=1$ imposed at $r=40$, gives 1.091; without an outer boundary the full equation gives 1.088. Adding the ideal rates would give 1.011.

At the crossing, a numerical solution with $c=1$ imposed at $r=5$ gives $S=2.57$. A second one, with fewer angular functions and the outer boundary at $r=7$, gives 2.55. Imposing $c=1$ at a finite distance, where the true $c$ is lower, raises the computed rate, and the excess falls only slowly as the boundary recedes, so neither value is converged. The unbounded problem can be solved by placing steady point sinks inside the sphere, each the time integral of the sheared Gaussian pulse above, and fitting their strengths to $c=0$ at $r=1$. This gives $S=2.47$, about 4 % below the value for $r=5$. The true rate is thus about two and a half times the Brownian rate, not twice it. With the boundary at $r=5$, the computed rate reaches twice the Brownian value near $P=5$; in unbounded liquid it does so at $P=5.53$. Since $P=12\pi\mu Ga^3/kT$ is proportional to $d^3$,

$$d\approx210\left(\frac{5.53}{9.425}\right)^{1/3}\mathrm{nm}\approx176\ \mathrm{nm}.$$

The bounded value $P=5$ would give 170 nm. So 210 nm answers "when are the separate rates equal?", while the answer to "when does shear double the rate?" is smaller, about 176 nm.

### (d) Viscous interaction and attraction

Let $u$ be the surface gap divided by $a$, $V$ the pair energy divided by $kT$, and $b(u)$ the factor by which nearby surfaces raise the friction of approach. The inward flow $J$ through every sphere around the chosen particle is the same:

$$J=4\pi r^2\frac{2D}{b}\left(\frac{dc}{dr}+c\frac{dV}{dr}\right)
\quad\Rightarrow\quad
\frac{d(ce^V)}{dr}=\frac{Jb\,e^V}{8\pi Dr^2}.$$

Integrate from contact, where $ce^V=0$, to infinity, where it is $n$, using $r=a(2+u)$. Comparison with the ideal flow $16\pi aDn$ gives

$$J=\frac{16\pi aDn}{W},\qquad W=2\int_0^\infty\frac{b(u)e^{V(u)}}{(2+u)^2}\,du.$$

For $b=1$ and $V=0$ the integral is $\tfrac12$ and $W=1$, as required. The friction factor is represented by the interpolation

$$b=\frac{6u^2+13u+2}{6u^2+4u}.$$

Its limits can be derived. Far apart, each sphere is slowed by the other's flow, which on the line of centres is $3aU/(2r)$ to leading order; this gives $b\approx1+3/(2u)$. Close together, let $h=au$ be the smallest gap and $v$ the approach speed. The local gap is $H=h+\rho^2/a$, and the squeezed-out liquid requires $dp/d\rho=-6\mu\rho v/H^3$. Integration gives $p=3\mu av/(2H^2)$ and a force $3\pi\mu a^2v/(2h)$. Distant spheres need $3\pi\mu av$, so $b\approx1/(2u)$.

For attraction, sum an inverse-sixth-power energy over both volumes, without retardation. With Hamaker constant $A$,

$$V_A=-\frac{A}{6kT}\left[\frac{2}{u(u+4)}+\frac2{(2+u)^2}+\ln\frac{u(u+4)}{(2+u)^2}\right].$$

The rough value $A=10^{-20}$ J, or $2.43\,kT$, gives $W=1.722$. Direct integration of the flux equation gives the same value. The Brownian efficiency is $E_B=1/1.722=0.581$. The interpolated $b$ is off by up to 3 %; the exact friction factor gives $W=1.70$ and $E_B=0.59$. Without retardation $E_B$ is independent of size, because $b$ and $V_A$ depend only on $u$. Retardation removes this independence: with a retardation length of 100 nm, $E_B$ falls from roughly 0.58 at $d=50$ nm to 0.55 at 210 nm and 0.50 at 1000 nm.

If shear collisions have efficiency $E_S$, equality requires $E_S(d/d^*)^3=E_B$, and hence

$$d=d^*\left(\frac{E_B}{E_S}\right)^{1/3}.$$

Finding $E_S$ would require particle trajectories in the disturbed flow, which are not calculated here. An assumed range from 1 to 0.2, held fixed as $d$ varies, moves the crossing from 175 to 300 nm. This shows the sensitivity; it is not a bound.

### (d) Surface charge

Take a surface potential $\zeta$ of magnitude 30 mV in 10 mM of 1:1 salt. For low potentials, $\kappa^2=2n_ie^2/(\varepsilon kT)$, where $n_i$ is the number density of each ion and $\varepsilon$ the permittivity of water. The Debye length $1/\kappa$ is 3.04 nm.

Between flat plates at fixed potential, the midplane potential is $\zeta/\cosh(\kappa H/2)$. The excess ion pressure is $\tfrac12\varepsilon\kappa^2$ times its square. For spheres with $\kappa a\gg1$, the area element is $2\pi\rho\,d\rho=\pi a\,dH$. Integration over the gap gives the force, and a second integration gives the energy:

$$F_R=2\pi\varepsilon a\kappa\zeta^2\frac{e^{-\kappa h}}{1+e^{-\kappa h}},\qquad
V_R=\frac{2\pi\varepsilon a\zeta^2}{kT}\ln(1+e^{-\kappa h}).$$

Together with attraction, this produces a barrier of about $36\,kT$ at $d=d^*$. Inserting $V_A+V_R$ in $W$ gives a Brownian efficiency of order $10^{-15}$. The exponent makes this sensitive to $\zeta$, and 30 mV lies at the edge of the low-potential approximation: the full Poisson–Boltzmann equation at fixed potential gives about $34\,kT$ and an efficiency of order $10^{-14}$. The surface condition matters more. If the surfaces keep their charge rather than their potential, the barrier is about $69\,kT$, the efficiency is of order $10^{-29}$, and the largest net repulsive force is about 80 pN instead of the 28 pN quoted below. Surfaces that regulate their charge lie between these limits.

At $1000\ \mathrm{s^{-1}}$ shear does not rescue the collision. The largest net repulsive force is 28 pN, whereas the viscous force scale $6\pi\mu a^2G$ is 0.185 pN, about 150 times smaller. The ideal kernels then describe encounters that would occur without repulsion, not aggregation. This conclusion is limited to moderate shear: the viscous scale is proportional to $G$, and for the same spheres at $10^6\ \mathrm{s^{-1}}$ it would be 185 pN, enough that shear could push charged grains together.

### The real slurry

Silica polishing slurries commonly contain grains from some tens to a couple of hundred nanometres across, and $1000\ \mathrm{s^{-1}}$ is a plausible shear rate in pumping; both are rough statements. At that rate the crossing lies near the upper end of the grain sizes; at $10^4$ and $10^5\ \mathrm{s^{-1}}$ it falls to 97 and 45 nm, inside the range. Such slurries are normally stabilised by charge, which breaks the assumption that contact is unhindered. The 210 nm criterion becomes relevant only after salt or a change of pH has removed the barrier. For silica, removing the charge may not be enough: its suspensions can stay dispersed near the pH of zero charge, which attraction and charge repulsion alone do not explain. Even where grains do stick on contact, the 210 nm criterion applies to compact spheres, not directly to open aggregates.

Inertia and settling matter little at $d^*$. The particle Reynolds number $\rho Ga^2/\mu$, with $\rho$ the density of water, is $1.2\times10^{-5}$. For silica of density 2200 kg/m³, buoyant weight times radius is only $1.5\times10^{-3}\,kT$. Warming the water to 313 K, with a rough viscosity of 0.65 mPa s, raises $d^*$ to 237 nm at fixed shear rate. The numerical output lists the remaining values.

## Numbers as computed

```
temperature: 298.15 K
viscosity: 0.89 mPa s
shear rate: 1000 1/s
thermal energy kT: 4.116e-21 J
crossing diameter d*: 209.9 nm
crossing radius a*: 105.0 nm
crossing diameter from numerical kernels: 210.0 nm
diffusivity of one sphere at d*: 2.338e-12 m2/s
Brownian kernel: 1.233e-17 m3/s
shear kernel at d*: 1.233e-17 m3/s
inward shear flux / (G R^3), numerical: 1.33335
Brownian flux / ideal flux, numerical: 1.00093
solids volume fraction: 0.01
number density at d*: 2.065e+18 1/m3
encounters per particle, each mechanism: 25.46 1/s
shear/Brownian ratio at 100 nm diameter: 0.1081
shear/Brownian ratio at 1000 nm diameter: 108.1
partner diameter for a 100 nm grain: 383.0 nm
higher shear rate: 1e+06 1/s
crossing diameter at higher shear rate: 21.0 nm
pair Peclet number P at d*: 9.425
weak-shear coefficient k: 0.2568
weak-shear test value of P: 0.1
relative rate there, numerical: 1.091
relative rate there, weak-shear law: 1.088
true combined rate / Brownian rate at d*: 2.568
same, other grid and harmonics: 2.550
P at which shear doubles the Brownian rate: 5.00
diameter at which it doubles: 170 nm
Hamaker constant: 1e-20 J
Hamaker constant / kT: 2.429
slowing factor W, attraction and viscosity: 1.722
same W from the flux equation: 1.722
Brownian efficiency E_B: 0.581
assumed low shear efficiency: 0.2
crossing diameter with it: 300 nm
assumed high shear efficiency: 1
crossing diameter with it: 175 nm
surface potential magnitude: 30 mV
salt concentration: 10 mM
relative permittivity: 78.4
Debye length: 3.04 nm
energy barrier at d*: 35.6 kT
Brownian efficiency with barrier: 3.0e-15
largest net repulsive force: 28.1 pN
viscous force scale 6 pi mu a^2 G: 0.185 pN
particle Reynolds number: 1.2e-05
particle density: 2200 kg/m3
water density: 1000 kg/m3
settling Peclet number: 1.5e-03
warm water temperature: 313.15 K
warm water viscosity: 0.65 mPa s
crossing diameter in warm water: 236.9 nm
```
